\section*{Growth enhancement in a window beside a non-growing mask}

\section{Problem}

A flat wafer carries long parallel stripes of mask, separated by open windows. Film grows in the windows and not on the mask. Each mask stripe has width $m=80\ \mu\mathrm{m}$ and each window has width $w=20\ \mu\mathrm{m}$. The pattern repeats with period $m+w$.

Precursor lands with the same uniform flux $J$ on mask and window, where $J$ counts growth units per unit area and time. A second wafer without any mask receives the same flux $J$ and incorporates all of it. Each incorporated unit adds a volume $\Omega$ to the film. The round values used here are
\[
J=1.25\times10^{19}\ \mathrm{m^{-2}\,s^{-1}},\qquad
\Omega=4.0\times10^{-29}\ \mathrm{m^3},\qquad
t=1000\ \mathrm{s},
\]
with $t$ the growth time.

Assume first that everything landing on the mask enters a neighbouring window, and that everything present in a window is incorporated there. Nothing leaves the surface for good, the film does not spread sideways over the mask, and the transport is steady.

\begin{enumerate}
\item By what factor $E$ does the growth rate, averaged over a window, exceed the rate on the unmasked wafer? What are the two film thicknesses?
\item Precursor moves within the window by surface diffusion and travels a typical distance $\lambda=10\ \mu\mathrm{m}$ before it is incorporated. How much faster than on the unmasked wafer does the film grow at the centre and at the edges of the window?
\item Now let precursor also desorb from the mask, with a diffusion length $\lambda_m=50\ \mu\mathrm{m}$ before desorption and the same diffusion coefficient on both surfaces. What is the average enhancement?
\end{enumerate}

\section{First estimate by scaling}

The mask is wider than the window, so most of the precursor lands on the mask. If the direct arrivals in the window are neglected, the supply to the window is proportional to $m$. It is spread over a width $w$. On the unmasked wafer, a strip of width $w$ is supplied in proportion to $w$. The ratio of the two supplies gives
\begin{equation}
E_{\mathrm{est}}=\frac{m}{w}=\frac{80}{20}=4 .
\label{eq:estimate}
\end{equation}
The flux, the volume per unit and the growth time cancel, because they enter both rates in the same way. The diffusion length does not appear either: it can influence where in the window the material settles, but not how much arrives. The estimate should be good for $m\gg w$. Here $m/w$ is only moderately large, so the neglected part may matter.

\section{Exact solution}

\subsection{The average from a balance}

Consider a piece of the stripe pattern of length $L$ along the stripes. On the unmasked wafer, an area $A$ receives $JA$ units per unit time, and these add a film volume $\Omega JA$ per unit time. Dividing by $A$ gives the reference growth rate
\begin{equation}
R_0=\Omega J .
\label{eq:reference}
\end{equation}

In the patterned case, the window area $wL$ receives $JwL$ units per unit time directly. The window also receives the arrivals of one full mask width. It has a mask on each side, and by symmetry each of these masks sends half of its arrivals to the window on its left and half to the window on its right. The supply from the masks is therefore
\[
2\times\frac{JmL}{2}=JmL .
\]
In the steady state the number of mobile units in the window does not change, so the incorporation rate equals the total supply, $J(w+m)L$. The film volume grows at the rate $\Omega J(w+m)L$. Division by the window area gives the mean growth rate
\begin{equation}
R=\frac{\Omega J(w+m)L}{wL}=\Omega J\,\frac{w+m}{w},
\label{eq:windowrate}
\end{equation}
and division by Eq.~(\ref{eq:reference}) gives
\begin{equation}
E=\frac{R}{R_0}=\frac{w+m}{w}=1+\frac{m}{w}.
\label{eq:enhancement}
\end{equation}
For the given widths,
\[
E=1+\frac{80}{20}=5 .
\]
The average growth in the window is enhanced fivefold. The 1 in Eq.~(\ref{eq:enhancement}) is the material that lands in the window itself, and $m/w$ is the material that comes from the mask.

In numbers, the arrivals per unit stripe length are
\begin{align*}
Jw&=2.5\times10^{14}\ \mathrm{m^{-1}\,s^{-1}},\\
Jm&=1.0\times10^{15}\ \mathrm{m^{-1}\,s^{-1}},
\end{align*}
which add up to $1.25\times10^{15}\ \mathrm{m^{-1}\,s^{-1}}$. The growth rates are $R_0=5.0\times10^{-10}\ \mathrm{m\,s^{-1}}$ and $R=2.5\times10^{-9}\ \mathrm{m\,s^{-1}}$. After $1000\ \mathrm{s}$ the unmasked film is $500\ \mathrm{nm}$ thick and the mean thickness in the window is $2500\ \mathrm{nm}$, or $2.5\ \mu\mathrm{m}$.

Masking creates no extra material. Averaged over a whole period, with zero growth on the mask, the relative growth rate is
\[
\frac{E\,w+0\cdot m}{w+m}=\frac{5\times20}{100}=1,
\]
as on the unmasked wafer.

\subsection{Which mask feeds which window}

The width $m$ in Eq.~(\ref{eq:enhancement}) stands for the width of mask whose arrivals enter one window. In the periodic pattern this is one full mask, made up of two halves. A single mask that can empty into one window only gives the same average. If a window receives everything from two entire masks, $m$ is replaced by $2m$ and $E=1+160/20=9$. If it receives half of one mask and nothing else from outside, $m$ is replaced by $m/2$ and $E=1+40/20=3$. The statement that the mask arrivals enter ``a neighbouring window'' therefore fixes the answer only once the share of each window is known.

\subsection{The growth profile across the window}

Let $x$ be the distance from the window centre, $n(x)$ the number of mobile units per unit area, $D$ their diffusion coefficient and $\tau$ their mean time before incorporation. The surface current is $-D\,n'(x)$. In the steady state, the gain by diffusion and landing balances the loss by incorporation:
\begin{equation}
D\,n''-\frac{n}{\tau}+J=0 .
\label{eq:density}
\end{equation}
On the unmasked wafer $n$ is uniform, so $n''=0$ and $n=J\tau$. The local growth rate is $\Omega n/\tau$. Its ratio to $R_0=\Omega J$ is
\[
g(x)=\frac{\Omega n/\tau}{\Omega J}=\frac{n(x)}{J\tau}.
\]
Inserting $n=J\tau g$ in Eq.~(\ref{eq:density}), dividing by $J$ and writing $\lambda^2=D\tau$ gives
\begin{equation}
\lambda^2g''-g+1=0 .
\label{eq:g}
\end{equation}

Two boundary conditions are needed. By symmetry, $g'(0)=0$. At the right edge, $x=w/2$, the supply $Jm/2$ per unit stripe length flows inwards, towards negative $x$. The current there is thus $-D\,n'(w/2)=-Jm/2$. With $n'=J\tau g'$ this becomes
\begin{equation}
\lambda^2g'\!\left(\frac w2\right)=\frac m2 .
\label{eq:edgeflux}
\end{equation}

The constant $g=1$ solves Eq.~(\ref{eq:g}), and the solution of the homogeneous equation that has zero slope at the centre is $\cosh(x/\lambda)$. Hence $g=1+A\cosh(x/\lambda)$. Its slope at the edge is $(A/\lambda)\sinh(w/2\lambda)$, and Eq.~(\ref{eq:edgeflux}) gives
\[
\lambda A\sinh\frac{w}{2\lambda}=\frac m2
\quad\Longrightarrow\quad
A=\frac{m}{2\lambda\sinh(w/2\lambda)} .
\]
The profile is
\begin{equation}
g(x)=1+\frac{m}{2\lambda}\,
\frac{\cosh(x/\lambda)}{\sinh(w/2\lambda)} .
\label{eq:profile}
\end{equation}

For $\lambda=10\ \mu\mathrm{m}$ we have $m/2\lambda=4$ and $w/2\lambda=1$, so that
\begin{align*}
g(0)&=1+\frac{4}{\sinh 1}=4.40,\\
g(w/2)&=1+4\,\frac{\cosh 1}{\sinh 1}=6.25 .
\end{align*}
Relative to the mean, the film is 12\% thinner at the centre and 25\% thicker at the edges. Neither place grows at five times the reference rate.

The mean of the profile nevertheless agrees with the balance. Since $\cosh(x/\lambda)$ has the antiderivative $\lambda\sinh(x/\lambda)$,
\begin{align}
\frac1w\int_{-w/2}^{w/2}g\,dx
&=1+\frac1w\,\frac{m}{2\lambda\sinh(w/2\lambda)}\,
2\lambda\sinh\frac{w}{2\lambda}\nonumber\\
&=1+\frac mw .
\label{eq:mean}
\end{align}
The diffusion length cancels. It shapes the profile and leaves the average unchanged.

Two limits show the range of shapes. For $\lambda\gg w$, $\cosh(x/\lambda)\approx1$ and $\sinh(w/2\lambda)\approx w/2\lambda$, so $g\approx1+m/w$ everywhere in the window: the film is nearly flat. For $\lambda\ll w$, the centre has $g(0)\approx1+(m/\lambda)e^{-w/2\lambda}$, which tends to 1, while the edge has $g(w/2)\approx1+m/2\lambda$. The mask supply then builds two narrow ridges, and the description of a film on a flat surface fails once these become steep.

\subsection{Desorption from the mask}

Let the net flow from a mask into the windows be a fraction $\eta$ of the arrivals on that mask. The flow is a net one because units can also wander from a window onto the mask and desorb there. In the steady state, desorption removes the remaining fraction $1-\eta$. The balance that led to Eq.~(\ref{eq:enhancement}) now has $\eta m$ in place of $m$:
\begin{equation}
E=1+\eta\,\frac mw .
\label{eq:partial}
\end{equation}
Because $\eta$ cannot exceed 1, fivefold is the upper limit for this pattern and this landing flux.

The fraction follows from diffusion on the mask. Let $y$ be the distance from the mask centre and $\tau_m$ the mean time before desorption, with $\lambda_m^2=D\tau_m$. The density on the mask obeys Eq.~(\ref{eq:density}) with $\tau_m$ in place of $\tau$. With the same definition $n=J\tau g$ as before, and with $\tau/\tau_m=\lambda^2/\lambda_m^2$, division by $J$ gives
\[
\lambda^2g''-\frac{\lambda^2}{\lambda_m^2}\,g+1=0 .
\]
On the mask, $g$ is a relative density and no longer a growth rate. The solution symmetric about the mask centre is
\[
g=\frac{\lambda_m^2}{\lambda^2}+B\cosh\frac{y}{\lambda_m}.
\]
At the border, $y=m/2$, the outflow is $\eta Jm/2$ per unit stripe length. In the present variables this reads $-\lambda^2g'(m/2)=\eta m/2$, hence
\[
B=-\frac{\eta m\lambda_m}{2\lambda^2\sinh(m/2\lambda_m)} .
\]
The value of $g$ at the border, seen from the mask, is therefore
\[
g_{\mathrm{border}}=\frac{\lambda_m^2}{\lambda^2}
-\frac{\eta m\lambda_m}{2\lambda^2}\coth\frac{m}{2\lambda_m} .
\]
Seen from the window, it is Eq.~(\ref{eq:profile}) at $x=w/2$ with $m$ replaced by $\eta m$:
\[
g_{\mathrm{border}}=1+\frac{\eta m}{2\lambda}\coth\frac{w}{2\lambda} .
\]
We take the density to be continuous at the border. Equating the two expressions, multiplying by $\lambda^2$ and collecting the terms with $\eta$ gives
\[
\lambda_m^2-\lambda^2=\frac{\eta m}{2}
\left[\lambda\coth\frac{w}{2\lambda}
+\lambda_m\coth\frac{m}{2\lambda_m}\right],
\]
and therefore
\begin{equation}
\eta=\frac2m\,
\frac{\lambda_m^2-\lambda^2}
{\lambda\coth(w/2\lambda)+\lambda_m\coth(m/2\lambda_m)} .
\label{eq:eta}
\end{equation}

With all lengths in micrometres,
\[
\eta=\frac{2}{80}\;\frac{50^2-10^2}{10\coth 1+50\coth 0.8}=0.68 ,
\]
and, keeping the unrounded $\eta=0.6785$,
\[
E=1+0.6785\times\frac{80}{20}=3.71 .
\]
Desorption removes an amount equal to about a third of the mask arrivals, although $\lambda_m$ exceeds the $40\ \mu\mathrm{m}$ from the mask centre to the nearest window. A diffusion length longer than the path does not by itself ensure nearly complete capture.

Equation~(\ref{eq:eta}) has the expected limits. For $\lambda_m\to\infty$, $\coth(m/2\lambda_m)\approx2\lambda_m/m$, so the denominator is dominated by $2\lambda_m^2/m$ and $\eta\to1$. For $\lambda_m=\lambda$, units stay equally long on both surfaces, the density is uniform, and $\eta=0$. For $\lambda_m<\lambda$, $\eta$ is negative: the mask then drains the window, and $E$ falls below 1. The last two statements and the value 3.71 rest on the continuous density at the border, which assumes that units bind equally well to mask and film. If instead the density on the window side of the border is $K$ times that on the mask side, the same steps give $\eta=(2/m)(K\lambda_m^2-\lambda^2)/[\lambda\coth(w/2\lambda)+K\lambda_m\coth(m/2\lambda_m)]$. For the lengths used here, $E$ is then 1.73 for $K=0.1$ and 4.25 for $K=10$.

\section{Comparison of estimate and exact solution}

The estimate gave 4 and the exact average under complete capture is 5. The difference is the direct supply to the window, which the estimate left out. Relative to the exact result, the error is
\begin{equation}
\frac{E_{\mathrm{est}}-E}{E}
=\frac{m/w-(1+m/w)}{1+m/w}
=-\frac{w}{m+w}=-\frac{20}{100}=-20\% .
\label{eq:error}
\end{equation}
The estimate improves as the mask becomes wider: an error of 10\% in size requires $m+w=10w$, that is, $m=9w$. In the opposite limit, $m\ll w$, it fails completely. It then tends to zero, whereas the exact enhancement tends to 1, as it must when the mask disappears. The number 4 does have an exact meaning: it is the additional growth, in units of the reference rate. ``Five times the rate'' and ``an increase by four times the rate'' describe the same film.

Under complete capture, the scaling argument was right that diffusion in the window does not affect the average, as Eq.~(\ref{eq:mean}) confirms. It could not give the profile, and it took complete capture for granted. Once the mask loses material by desorption, the average does depend on $\lambda$, which enters through Eq.~(\ref{eq:eta}). With the desorption considered above, the average is 3.71, which is 26\% below the fivefold value.

The diffusion equation was also solved numerically across mask and window, without using the balance. The resulting averages passed the test against Eq.~(\ref{eq:enhancement}) for two pairs of widths and several diffusion lengths, and against Eq.~(\ref{eq:partial}) for the case with desorption. In that last comparison $\eta$ was taken from the numerical flux at the border, so it tests conservation only; the numerical value $\eta=0.6785$ also agrees with Eq.~(\ref{eq:eta}). The numerical output lists the values for the worked example and for the three other feeding arrangements discussed above; the remaining cases were only checked.

\section{When the fivefold result fails}

\textit{Changed landing flux.} If the mask alters the gas above it so that the patterned wafer receives a uniform flux $fJ$ instead of $J$, the supply in Eq.~(\ref{eq:windowrate}) is multiplied by $f$, and $E=f(1+m/w)$. If the unmasked wafer incorporates everything it receives, as assumed here, a measured average above 5 in this pattern would therefore point to a larger landing flux or to supply from outside the period, since better capture cannot produce it. In growth from a gas, precursor can also travel from above the mask to the window through the gas. The landing flux is then generally not uniform, and an enhancement does not by itself show that the precursor moved along the surface.

\textit{Growth on the mask.} Without desorption, the density on the mask obeys $D\,n''=-J$. With zero slope at the mask centre, integrating twice gives $n(y)=n(0)-Jy^2/2D$. The centre of the mask thus has a density higher than its border by
\[
n(0)-n\!\left(\frac m2\right)=\frac{Jm^2}{8D} .
\]
This excess grows as the square of the mask width. If grains form on the mask above some critical density, a sufficiently wide mask will collect material itself, and the window loses that part of its supply. For the values of this problem the condition is severe. Adding the border density $J\lambda^2g(w/2)/D$ gives $n(0)\approx1.8\times10^{10}\ \mathrm{s^{-1}}/D$, to be compared with a monolayer of about $\Omega^{-2/3}=8.5\times10^{18}\ \mathrm{m^{-2}}$. The density stays below one monolayer only for $D>2\times10^{-9}\ \mathrm{m^2\,s^{-1}}$, and below 1\% of a monolayer only for $D>2\times10^{-7}\ \mathrm{m^2\,s^{-1}}$. The latter is close to the value for hopping without any barrier, $\Omega^{2/3}\nu/4\approx3\times10^{-7}\ \mathrm{m^2\,s^{-1}}$ for an attempt frequency $\nu=10^{13}\ \mathrm{s^{-1}}$. Complete capture by surface diffusion alone across a mask this wide, at this flux, is therefore an idealisation, and the diffusion lengths used here are model values.

\textit{Sideways growth.} If the film finally extends a distance $b$ over the mask on each side, and all precursor is still incorporated, the same volume covers a width $w+2b$. The mean thickness over this width, relative to the unmasked film, is then $(m+w)/(w+2b)$, which is less than 5.

\section*{Numbers as computed}
\begin{verbatim}
mask width                             80 um
window width                           20 um
landing flux                           1.250e+19 m^-2 s^-1
film volume per growth unit            4.00e-29 m^3
growth time                            1000 s
arrivals on window per stripe length   2.500e+14 m^-1 s^-1
arrivals on mask per stripe length     1.000e+15 m^-1 s^-1
total entering film per stripe length  1.250e+15 m^-1 s^-1
unmasked growth rate                   5.000e-10 m/s
mean window growth rate                2.500e-09 m/s
unmasked thickness                     500.0 nm
mean window thickness                  2500.0 nm
enhancement from balance               5.0000 (ratio)
enhancement from diffusion solution    5.0000 (ratio)
growth averaged over mask and window   1.0000 (ratio)
single mask-window pair                5.0000 (ratio)
window fed by two entire masks         9.0000 (ratio)
window fed by half of one mask         3.0000 (ratio)
diffusion length in window             10 um
local enhancement at window centre     4.404 (ratio)
local enhancement at window edge       6.252 (ratio)
diffusion length on lossy mask         50 um
captured fraction with mask loss       0.6785 (ratio)
mean enhancement with mask loss        3.714 (ratio)
\end{verbatim}
